# Why Interdiffusion in a Nearly Pure Host Measures the Solute's Diffusivity

## A solute that never jumps

Take a crystal of host atoms A containing a few solute atoms B, and suppose that the solute atoms never leave their lattice sites. The host atoms exchange with vacancies and are mobile. Let $x$ be the atomic fraction of B, increasing along $z$. Does the solute profile spread?

Assume an ideal solution, equal and constant atomic volumes, and a total atomic concentration $c$. The host fraction is $1-x$, so its gradient is $-\partial x/\partial z$. With host diffusivity $D_A$, the host flux relative to the lattice planes is

$$J_A=-cD_A\frac{\partial(1-x)}{\partial z}=+cD_A\frac{\partial x}{\partial z}.$$

Host atoms move toward the solute-rich side. If vacancies stay at their equilibrium concentration, lattice planes are built where atoms arrive and removed where they leave. Seen from the laboratory, where the far ends of the sample are at rest, no net flux of atoms can pass a fixed plane. The lattice must therefore move the other way, with velocity

$$v=-\frac{J_A}{c}=-D_A\frac{\partial x}{\partial z}.$$

The solute atoms ride on this lattice. Their laboratory flux is their concentration $cx$ times $v$:

$$cxv=-c\,(xD_A)\frac{\partial x}{\partial z}.$$

The profile does spread, with interdiffusion coefficient $\tilde D=xD_A$. As $x\to0$ this goes to zero, which is the diffusivity of a solute that cannot jump. The host atoms are as mobile as before and the lattice velocity still contains the full $D_A$, but the moving lattice has almost no solute to carry.

The same case contains a warning. At any fixed $x>0$, however small, $\tilde D$ is not zero, and it exceeds the solute's own diffusivity by an infinite factor. "Nearly pure" has to be judged against the ratio of the mobilities.

## Both species mobile

Now let B jump too, in a solution that need not be ideal. Let $D_A$ and $D_B$ be the tracer diffusivities, which may depend on $x$. Each species is driven by the gradient of its own chemical potential, with cross effects between the two fluxes neglected for now:

$$J_B=-\frac{cxD_B}{RT}\frac{\partial\mu_B}{\partial z},\qquad
J_A=-\frac{c(1-x)D_A}{RT}\frac{\partial\mu_A}{\partial z}.$$

Here $R$ is the gas constant and $T$ the uniform temperature. With activity coefficient $\gamma_B$, $\mu_B=\mu_B^\circ+RT\ln(\gamma_Bx)$, and so

$$\frac{\partial\mu_B}{\partial z}=RT\left(\frac1x+\frac{d\ln\gamma_B}{dx}\right)\frac{\partial x}{\partial z}
=\frac{RT\,\Phi}{x}\frac{\partial x}{\partial z},\qquad
\Phi=1+\frac{d\ln\gamma_B}{d\ln x}.$$

The Gibbs–Duhem relation at constant temperature and pressure, $x\,d\mu_B+(1-x)\,d\mu_A=0$, fixes the other gradient:

$$\frac{\partial\mu_A}{\partial z}=-\frac{x}{1-x}\frac{\partial\mu_B}{\partial z}=-\frac{RT\,\Phi}{1-x}\frac{\partial x}{\partial z}.$$

Inserting both gradients, the factors $x$ and $1-x$ cancel:

$$J_B=-cD_B\Phi\frac{\partial x}{\partial z},\qquad J_A=+cD_A\Phi\frac{\partial x}{\partial z}.$$

The two species share one thermodynamic factor $\Phi$. Zero net flux in the laboratory, $J_A+J_B+cv=0$, gives the lattice velocity, which is what inert markers embedded in the crystal reveal as the Kirkendall effect:

$$v=(D_B-D_A)\,\Phi\,\frac{\partial x}{\partial z}.$$

The laboratory flux of solute is the jump flux plus the carried flux:

$$J_B+cxv=-c\left[D_B-x(D_B-D_A)\right]\Phi\frac{\partial x}{\partial z}.$$

The coefficient of $-c\,\partial x/\partial z$ is the interdiffusion coefficient, and it can be written in two ways:

$$\tilde D=\underbrace{D_B\Phi}_{\text{jumps}}+\underbrace{x(D_A-D_B)\Phi}_{\text{drift}}
=\left[(1-x)D_B+xD_A\right]\Phi .$$

The second form is Darken's formula. The first shows why its weights look crossed, with the solute's diffusivity multiplied by the host's fraction. The jump flux of B depends on the gradient of $x$ and has no further factor $x$. The drift depends on the same gradient, but it moves everything on the lattice, and the solute's share of that is $x$. At a given gradient of $x$, dilution suppresses the effect of the drift on the solute, not the drift itself.

## The first-order expansion

Let $D_{A0}$ and $D_{B0}$ be the values in the pure host, and $r=D_{A0}/D_{B0}$. For small $x$ write

$$D_B=D_{B0}(1+bx+b_2x^2+\dots),\quad D_A=rD_{B0}(1+ax+\dots),\quad \Phi=1+\varphi x+\varphi_2x^2+\dots$$

That $\Phi$ begins with 1 is Henry's law: in the dilute limit $\gamma_B$ tends to a finite constant, with a finite slope in $x$. Darken's bracket becomes

$$\frac{(1-x)D_B+xD_A}{D_{B0}}=1+(b-1+r)x+(b_2-b+ra)x^2+\dots$$

Multiplying by $\Phi$ and collecting powers gives

$$\frac{\tilde D}{D_{B0}}=1+Kx+Cx^2+\dots,\qquad K=r-1+b+\varphi,$$

$$C=b_2-b+ra+\varphi(b-1+r)+\varphi_2 .$$

At fixed $r$, $\tilde D\to D_{B0}$ as $x\to0$. The four terms of $K$ have separate origins. The $r$ is solute carried by the drift that host jumps cause, and the $-1$ is the opposite drift caused by the solute's own jumps. The $b$ is the change of the solute's jump rate with composition, and $\varphi$ is the change of the driving force. The slope $a$ of the host's diffusivity first appears in $C$, because $D_A$ enters already multiplied by $x$.

The two cases of very unequal mobility now separate.

**Fast solute, $r\ll1$.** Here $K\approx b-1+\varphi$, and the host's diffusivity has dropped out even of the correction. If $b$ and $\varphi$ are of order one and correlations between jumps can be neglected, $x\ll1$ is enough.

**Slow solute, $r\gg1$.** Here $K\approx r$ if $b$ and $\varphi$ are moderate, and the condition is $x\ll1/r$. The limits $x\to0$ and $r\to\infty$ do not commute. Taking $x\to0$ first gives $\tilde D/D_{B0}=1$; taking $r\to\infty$ at fixed $x$ makes the ratio diverge; keeping $rx=s$ fixed while $x\to0$ gives $1+s$.

The linear law itself lasts longer than the statement that $\tilde D$ measures the solute. For large $r$, $C\approx r(a+\varphi)$, so the quadratic term is smaller than the linear one by the factor $(a+\varphi)x$, which can be small even when $rx$ is of order one. In that range $\tilde D$ is well described by $D_{B0}+xD_{A0}$, a mixture of both diffusivities.

## What a diffusion couple reports

An experiment joins pure host ($z<0$) to host with solute fraction $\Delta$ ($z>0$) and lets them mix for a time $t$. The profile obeys

$$\frac{\partial x}{\partial t}=\frac{\partial}{\partial z}\left(\tilde D\frac{\partial x}{\partial z}\right).$$

Consider the first moment of its change, $M=\int z\,[x(z,t)-x(z,0)]\,dz$. Integrating by parts, with no flux at the distant ends,

$$\frac{dM}{dt}=\int z\,\frac{\partial}{\partial z}\left(\tilde D\frac{\partial x}{\partial z}\right)dz=-\int\tilde D\frac{\partial x}{\partial z}\,dz=-\int_0^\Delta\tilde D\,dx .$$

The right side does not depend on time, so the measured quantity $-M/(\Delta t)$ is the average of $\tilde D$ over the compositions present:

$$\bar D=\frac1\Delta\int_0^\Delta\tilde D\,dx\approx D_{B0}\left(1+\tfrac12K\Delta\right).$$

The markers at the original joint report something else. For $|K|\Delta\ll1$, $\tilde D$ is nearly the constant $D_{B0}$ and the profile is an error function, whose gradient at the joint is $\Delta/(2\sqrt{\pi D_{B0}t})$. If the markers move much less than the diffusion length $\sqrt{D_{B0}t}$, they stay in this gradient. With $\Phi\approx1$, integrating $v$ over time gives their shift

$$z_K=\int_0^t\frac{(D_{B0}-D_{A0})\Delta}{2\sqrt{\pi D_{B0}t'}}\,dt'=(D_{B0}-D_{A0})\,\Delta\sqrt{\frac{t}{\pi D_{B0}}}.$$

The ratio of shift to diffusion length is $(1-r)\Delta/\sqrt\pi$, so for a slow solute the markers stay near the joint, within its gradient, under the same condition, $r\Delta\ll1$. The host's diffusivity, absent from the leading profile, stands in the leading marker shift at full weight.

## Numbers for a fast and a slow solute

Take round model parameters: $D_{B0}=10^{-15}\ \mathrm{m^2/s}$, $t=10^6$ s, and a regular solution with $\ln\gamma_B=w(1-x)^2$ and $w=1$. Then $d\ln\gamma_B/dx=-2w(1-x)$, so $\Phi=1-2wx(1-x)$ and $\varphi=-2w=-2$. Let both tracer diffusivities vary as $e^{5x}$, so $a=b=5$. These settings are held fixed while $r$ is either 0.01 or 100:

$$K_{\rm fast}=0.01-1+5-2=2.01,\qquad K_{\rm slow}=100-1+5-2=102 .$$

To first order, a local deviation of 5 % from $D_{B0}$ is reached at $x=0.05/K$, which is 0.025 for the fast solute and 0.00049 for the slow one. The host and solute terms in Darken's bracket are equal when $xD_A=(1-x)D_B$. Since $D_A/D_B=r$ at every composition in this model, that happens at $x=1/(1+r)$, or 0.0099 for the slow solute. An alloy with 1 % of slow solute is thus already past the point where the host contributes half.

The couples were also solved numerically without Darken's formula, by following A and B atoms between lattice layers that grow and shrink with their contents, driven by activity gradients. The measured $\bar D$ and its two parts, in units of $D_{B0}$, are:

| Solute | $\Delta$ | $\bar D$ | Jumps | Drift |
|---|---:|---:|---:|---:|
| fast | 0.0001 | 1.0001 | 1.0002 | −0.00005 |
| fast | 0.01 | 1.010 | 1.015 | −0.005 |
| slow | 0.0001 | 1.005 | 1.000 | 0.005 |
| slow | 0.01 | 1.520 | 1.015 | 0.505 |

At each $\Delta$ the jump part is the same for both solutes, to the digits shown, although the host's diffusivity differs by a factor of 10 000. The whole effect of the host is in the drift part. At $\Delta=0.0001$ that factor of 10 000 changes the measured coefficient by 0.5 %. At $\Delta=0.01$ the slow solute's couple reads 52 % above $D_{B0}$. The first-order law predicts $1+102\times0.005=1.51$ and the average of Darken's formula gives 1.520, so the linear law still holds to about 1 % where the identification with the solute has failed.

The markers complete the picture. At $\Delta=0.0001$ they shift by $+1.77$ nm for the fast solute and $-176$ nm for the slow one, against a diffusion length of 32 µm. The dilute formula gives 1.77 and $-177$ nm. Solving it for the difference of diffusivities, with the measured $\bar D$ in place of $D_{B0}$, gives for the slow solute

$$D_{B0}-D_{A0}\approx\frac{z_K}{\Delta}\sqrt{\frac{\pi\bar D}{t}}=-9.90\times10^{-14}\ \mathrm{m^2/s}.$$

Subtracting this from $\bar D=1.005\times10^{-15}\ \mathrm{m^2/s}$ returns $D_{A0}=1.00\times10^{-13}\ \mathrm{m^2/s}$. For the fast solute the same subtraction is of little use: $D_{A0}$ is 1 % of $D_{B0}$, so an error of only 1 % in the marker shift changes the result by about as much as the quantity sought. At $\Delta=0.01$ the slow solute's markers move $-14.8$ µm, nearly half the diffusion length. There $r\Delta=1$, and the dilute formula, which gives $-17.7$ µm, is about 19 % too large in magnitude. Most of the error comes from the wider profile: with $\bar D$ in place of $D_{B0}$ under the root it gives $-14.3$ µm, and the inversion above returns $D_{A0}=1.04\times10^{-13}\ \mathrm{m^2/s}$, 4 % high.

## Cross effects and real alloys

A vacancy that has just exchanged with a solute atom is more likely than average to affect the next jump nearby, so the two fluxes are coupled. Describe this for an ideal solution with constant coefficients by adding a cross coefficient $cx\ell/(RT)$ to both flux laws. It is proportional to $x$ because a crystal without solute has no cross response. Let $d_A$ replace $D_A$ in the host's own response. With $\partial\mu_B/\partial z=(RT/x)\,\partial x/\partial z$ and $\partial\mu_A/\partial z=-[RT/(1-x)]\,\partial x/\partial z$,

$$J_B=-c\left[D_B-\frac{x\ell}{1-x}\right]\frac{\partial x}{\partial z},\qquad J_A=-c\left[\ell-d_A\right]\frac{\partial x}{\partial z}.$$

Since $cv=-(J_A+J_B)$, the laboratory flux $J_B+cxv$ equals $(1-x)J_B-xJ_A$, which gives

$$\tilde D=(1-x)D_B+xd_A-2x\ell,\qquad v\to(D_B+\ell-d_A)\frac{\partial x}{\partial z}\quad(x\to0).$$

The limit $\tilde D\to D_B$ survives. The first-order coefficient changes, and so does the marker velocity at leading order. The profile is therefore the safer measurement: its dilute limit needs no assumption about $\ell$, while extracting the host's diffusivity from markers does.

In real metals, a diffusivity of $10^{-15}\ \mathrm{m^2/s}$ and a profile of tens of micrometres are ordinary for a long anneal at high temperature. The hundredfold difference between solute and host was chosen to separate the two conditions. On the fast side it is extreme. In a face-centred cubic metal, a solute that merely exchanges faster with vacancies, without binding them, cannot diffuse more than about 4.6 times faster than the host. A ratio of 100 needs strong solute–vacancy binding or an interstitial path, and the site balance used here does not describe the latter. A marker shift of 1.77 nm is also only a few lattice spacings, too small for embedded markers to show. Correlated jumps, neglected in the main derivation, occur whenever atoms move by exchange with vacancies. A tracer atom tends to reverse its last jump, which lowers its diffusivity by a correlation factor, roughly 0.8 in a face-centred cubic metal. The collective flow of a pure host has no such reduction, so $d_A$ exceeds the tracer value $D_A$ by about a quarter. If $\ell$ is no larger than about $D_B$, the slow solute's $K$ rises by about a quarter too, and the permissible solute content falls by about a fifth. For the fast solute, an $\ell$ of that size would change $K$ by as much as its own value. Correlations between the jumps of different solute atoms also add a term proportional to $x$ to the solute's own response, which the constant coefficients above leave out. Its coefficient may be large when the host is much slower than the solute (Manning's random-alloy expressions, taken as a rough guide at $r=0.01$, raise $K$ from 2 to about 29 and lower the 5 % point from 0.025 to about 0.002), so in a real alloy $x\ll1$ alone does not guarantee that $Kx$ is small. Unequal atomic volumes, or too few places where vacancies can form and vanish, alter the drift and need a separate treatment.

In practice, then, a couple in the linear range gives the solute's diffusivity when $|K|\Delta/2$ is below the error one accepts. If the terms of $K$ nearly cancel, the next contribution to $\bar D/D_{B0}$, $C\Delta^2/3$, must be small as well. If $K$ is unknown, couples with several values of $\Delta$ in the linear range supply it: $\bar D$ plotted against $\Delta$ extrapolates to $D_{B0}$, and its slope is $D_{B0}K/2$.

## Numbers as computed

```
Solute diffusivity in pure host D_B0 = 1.000e-15 m^2/s
Regular-solution parameter w = 1.0 (dimensionless)
Exponents a, b of tracer diffusivities = 5.0, 5.0
Anneal time = 1.00e+06 s
Diffusion length sqrt(D_B0 t) = 31.62 um
[fast solute] D_A0 = 1.000e-17 m^2/s, r = 0.01
[fast solute] first-order coefficient K = 2.01
[fast solute] x where host and solute terms are equal = 0.99010
[fast solute] x for 5 % deviation (first order) = 2.488e-02
[fast solute] x=0.0001: D/D_B0 Darken 1.00020, first order 1.00020
[fast solute] x=0.001: D/D_B0 Darken 1.00201, first order 1.00201
[fast solute] x=0.01: D/D_B0 Darken 1.02025, first order 1.02010
[slow solute] D_A0 = 1.000e-13 m^2/s, r = 100
[slow solute] first-order coefficient K = 102.00
[slow solute] x where host and solute terms are equal = 0.00990
[slow solute] x for 5 % deviation (first order) = 4.902e-04
[slow solute] x=0.0001: D/D_B0 Darken 1.01020, first order 1.01020
[slow solute] x=0.001: D/D_B0 Darken 1.10230, first order 1.10200
[slow solute] x=0.01: D/D_B0 Darken 2.05061, first order 2.02000
[fast solute, step 0.0001] measured D = 1.0001e-15 m^2/s
[fast solute, step 0.0001] D/D_B0: measured 1.0001, Darken average 1.0001, first order 1.0001
[fast solute, step 0.0001] jump part/D_B0 = 1.0002, drift part/D_B0 = -0.00005
[fast solute, step 0.0001] marker shift = 1.7662 nm
[fast solute, step 0.01] measured D = 1.0101e-15 m^2/s
[fast solute, step 0.01] D/D_B0: measured 1.0101, Darken average 1.0101, first order 1.0100
[fast solute, step 0.01] jump part/D_B0 = 1.0152, drift part/D_B0 = -0.00505
[fast solute, step 0.01] marker shift = 178.3813 nm
[slow solute, step 0.0001] measured D = 1.0051e-15 m^2/s
[slow solute, step 0.0001] D/D_B0: measured 1.0051, Darken average 1.0051, first order 1.0051
[slow solute, step 0.0001] jump part/D_B0 = 1.0002, drift part/D_B0 = 0.00495
[slow solute, step 0.0001] marker shift = -176.1841 nm
[slow solute, step 0.01] measured D = 1.5202e-15 m^2/s
[slow solute, step 0.01] D/D_B0: measured 1.5202, Darken average 1.5202, first order 1.5100
[slow solute, step 0.01] jump part/D_B0 = 1.0152, drift part/D_B0 = 0.50509
[slow solute, step 0.01] marker shift = -14785.4637 nm
[fast solute] dilute marker law = 1.7663 nm
[fast solute] D_B-D_A from markers = 9.9002e-16 m^2/s
[slow solute] dilute marker law = -176.6283 nm
[slow solute] D_B-D_A from markers = -9.9003e-14 m^2/s
[slow solute] D_A recovered from markers = 1.0001e-13 m^2/s
Host diffusivity changed by factor 10000; dilute measured D changed by 0.500 %
```
